# Inferring a Device Temperature from an Unheated Scanning Thermal Probe: test program

```python
"""Passive scanning thermal probe: inference of a local device temperature.

Result under test: theta_s = theta_p * (1 + R_ts / R_p)
  theta_s : undisturbed device temperature rise above ambient (K)
  theta_p : temperature rise of the unheated sensor at the tip end (K)
  R_p     : thermal resistance from sensor to cantilever base (K/W)
  R_ts    : total resistance from undisturbed sample to sensor (K/W),
            including heat spreading inside the sample
The base is at ambient, the state is steady, and the probe is in vacuum.
Material and geometry values are round, roughly typical choices.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import ellipkm1
import mpmath as mp

# Inputs in SI units
theta_p = 5.0
ratio = 10.0
length, width, thickness = 150e-6, 60e-6, 0.4e-6
k_lever = 12.5            # effective value, nitride with metal tracks
c_lever = 2.0e6           # heat capacity per volume
ambient = 300.0
contact_radius = 50e-9
k_oxide = 1.4
oxide_thickness = 1e-6
area = width * thickness
perimeter = 2 * width     # two broad faces; thin edges neglected
R_p = length / (k_lever * area)
R_ts = ratio * R_p


def infer(probe_rise, r_contact, r_probe):
    return probe_rise * (1 + r_contact / r_probe)


def lever_matrices(h=0.0, cells=400):
    """Finite-volume conduction matrix and heat capacities, base node removed."""
    dx = length / cells
    g = k_lever * area / dx
    volume = np.full(cells, dx)
    volume[-1] = dx / 2
    matrix = np.diag(np.full(cells, 2 * g) + h * perimeter * volume)
    matrix[-1, -1] += 1 / R_ts - g
    matrix -= g * (np.eye(cells, k=1) + np.eye(cells, k=-1))
    return matrix, c_lever * area * volume, g


def sensor_rise(sample_rise, h=0.0, base_rise=0.0, tip_power=0.0):
    matrix, _, g = lever_matrices(h)
    source = np.zeros(len(matrix))
    source[0] = g * base_rise
    source[-1] = sample_rise / R_ts + tip_power
    return np.linalg.solve(matrix, source)[-1]


# Main result against the discretized heat equation
theta_s = infer(theta_p, R_ts, R_p)
heat_flow = theta_p / R_p
simulated_probe = sensor_rise(theta_s)
assert abs(simulated_probe - theta_p) < 1e-7

# Base warming and sensor self-heating
base_rise = 0.5
theta_base_corrected = theta_p + ratio * (theta_p - base_rise)
assert abs(sensor_rise(theta_base_corrected, base_rise=base_rise) - theta_p) < 1e-7
read_current, sensor_ohm = 0.05e-3, 300.0
read_power = read_current**2 * sensor_ohm
theta_self_corrected = theta_s - read_power * R_ts
assert abs(sensor_rise(theta_self_corrected, tip_power=read_power) - theta_p) < 1e-7


# Side losses: sample rise that really produces the observed sensor rise
def rise_with_side_loss(h):
    mL = np.sqrt(h * perimeter * length * R_p)
    factor = mL / np.tanh(mL)
    return theta_p * (1 + ratio * factor), factor


h_rad = 4 * Stefan_Boltzmann * ambient**3     # black surface: upper bound
h_air = 1000.0                                # rough microscale value
theta_rad, factor_rad = rise_with_side_loss(h_rad)
theta_air, factor_air = rise_with_side_loss(h_air)
for h, predicted in ((h_rad, theta_rad), (h_air, theta_air)):
    # tolerance covers the second-order grid error
    assert abs(sensor_rise(predicted, h=h) / theta_p - 1) < 1e-4

# Heated sheet with and without a probe: which temperature is inferred?
n = 21
line = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
sheet = np.kron(line, np.eye(n)) + np.kron(np.eye(n), line)
ix, iy = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
heating = np.exp(-((ix - 8)**2 + (iy - 12)**2) / 10.0).ravel()
spot = 9 * n + 11
free = np.linalg.solve(sheet, heating)[spot]
unit_heat = np.zeros(n * n)
unit_heat[spot] = 1.0
r_sample = np.linalg.solve(sheet, unit_heat)[spot]
r_link, r_base = 1.5, 0.4
coupled = np.zeros((n * n + 1, n * n + 1))
coupled[:-1, :-1] = sheet
coupled[spot, spot] += 1 / r_link
coupled[-1, -1] = 1 / r_link + 1 / r_base
coupled[spot, -1] = coupled[-1, spot] = -1 / r_link
solution = np.linalg.solve(coupled, np.append(heating, 0.0))
loaded, sheet_probe = solution[spot], solution[-1]
assert abs(infer(sheet_probe, r_link + r_sample, r_base) / free - 1) < 1e-9
assert abs(infer(sheet_probe, r_link, r_base) / loaded - 1) < 1e-9
assert loaded < 0.95 * free


# Spreading resistance: surface temperature of the disc by superposition
def disc_temperature(r):
    """Rise at radius r for unit heat, unit disc radius, unit conductivity."""
    def integrand(phi):
        s = np.sin(phi)
        complement = max(((r - s) / (r + s))**2, 1e-300)
        return s / (2 * np.pi) * 4 * ellipkm1(complement) / (r + s) / (2 * np.pi)
    split = np.arcsin(r)
    return (quad(integrand, 0, split, limit=200)[0]
            + quad(integrand, split, np.pi / 2, limit=200)[0])


for r in (0.1, 0.5, 0.9):
    assert abs(disc_temperature(r) - 0.25) < 1e-6
R_spread = 1 / (4 * k_oxide * contact_radius)
R_rest = R_ts - R_spread
assert R_rest > 0
theta_loaded = infer(theta_p, R_rest, R_p)
assert abs(theta_loaded - (theta_s - heat_flow * R_spread)) < 1e-9

# Finite oxide on a good conductor: alternating images, contact << thickness
image_sum = float(mp.nsum(lambda j: (-1)**int(j) / j, [1, mp.inf]))
R_images = 2 * image_sum / (2 * np.pi * k_oxide * 2 * oxide_thickness)
R_thickness = np.log(2) / (2 * np.pi * k_oxide * oxide_thickness)
assert abs(R_images / R_thickness + 1) < 1e-8
thickness_shift = heat_flow * R_thickness

# Oxide conductivity k(theta) = k_oxide * (1 + beta * theta)
beta = 1e-3
theta_variable_k = brentq(
    lambda t: (t - theta_loaded) + beta / 2 * (t**2 - theta_loaded**2)
    - heat_flow * R_spread, theta_loaded, 2 * theta_s)

# Cooling of the whole device, and radiation from its hot area to the probe
R_device = 2e4
device_cooling = heat_flow * R_device
hot_side = 10e-6
hot_power = Stefan_Boltzmann * hot_side**2 * ((ambient + theta_s)**4 - ambient**4)
hot_radiation_shift = hot_power * R_ts        # all of it absorbed at the tip

# Settling time: characteristic equation against matrix eigenvalue
mu = brentq(lambda x: x * np.cos(x) + np.sin(x) / ratio, np.pi / 2, np.pi)
settling = length**2 * c_lever / (k_lever * mu**2)
matrix, capacity, _ = lever_matrices()
slowest = eigh(matrix, np.diag(capacity), eigvals_only=True,
               subset_by_index=[0, 0])[0]
assert abs(settling * slowest - 1) < 1e-4

# Uncertainty law against random sampling
sigma_p, sigma_ratio = 0.1, 1.0
part_p = (1 + ratio) * sigma_p
part_ratio = theta_p * sigma_ratio
sigma_s = np.hypot(part_p, part_ratio)
rng = np.random.default_rng(4)
samples = infer(rng.normal(theta_p, sigma_p, 200000),
                rng.normal(ratio, sigma_ratio, 200000), 1.0)
assert abs(samples.std() / sigma_s - 1) < 0.01   # sampling error about 0.2 %

print(f"probe rise: {theta_p:.1f} K")
print(f"resistance ratio R_ts/R_p: {ratio:.1f}")
print(f"cantilever length, width: {length*1e6:.0f}, {width*1e6:.0f} um")
print(f"cantilever thickness: {thickness*1e6:.1f} um")
print(f"effective cantilever conductivity: {k_lever:.1f} W/(m K)")
print(f"R_p: {R_p:.3e} K/W")
print(f"R_ts: {R_ts:.3e} K/W")
print(f"heat flow through probe: {heat_flow*1e6:.2f} uW")
print(f"drop across R_ts: {heat_flow*R_ts:.1f} K")
print(f"inferred device rise: {theta_s:.1f} K")
print(f"ambient and device temperature: {ambient:.0f}, {ambient+theta_s:.0f} K")
print(f"probe rise from heat equation: {simulated_probe:.4f} K")
print(f"sheet test, free and loaded spot: {free:.4f}, {loaded:.4f} (model units)")
print(f"contact radius: {contact_radius*1e9:.0f} nm")
print(f"oxide conductivity: {k_oxide:.1f} W/(m K)")
print(f"oxide spreading resistance: {R_spread:.3e} K/W")
print(f"rest of R_ts (interface and tip): {R_rest:.3e} K/W")
print(f"drop by spreading in oxide: {heat_flow*R_spread:.1f} K")
print(f"surface rise under loaded tip: {theta_loaded:.1f} K")
print(f"assumed base rise: {base_rise:.1f} K")
print(f"device rise with that base rise: {theta_base_corrected:.1f} K")
print(f"read current: {read_current*1e3:.2f} mA")
print(f"sensor resistance: {sensor_ohm:.0f} ohm")
print(f"read power: {read_power*1e6:.2f} uW")
print(f"device rise corrected for read power: {theta_self_corrected:.2f} K")
print(f"radiation coefficient, black surface: {h_rad:.2f} W/(m2 K)")
print(f"side-loss factor, radiation: {factor_rad:.4f}")
print(f"device rise with cantilever radiation: {theta_rad:.2f} K")
print(f"assumed air coefficient: {h_air:.0f} W/(m2 K)")
print(f"side-loss factor, air: {factor_air:.3f}")
print(f"device rise if probe were in air: {theta_air:.1f} K")
print(f"oxide thickness: {oxide_thickness*1e6:.1f} um")
print(f"shift by finite oxide thickness: {thickness_shift:.2f} K")
print(f"oxide conductivity coefficient: {beta*100:.2f} %/K")
print(f"device rise with variable conductivity: {theta_variable_k:.2f} K")
print(f"assumed device thermal resistance: {R_device:.1e} K/W")
print(f"device power for inferred rise: {theta_s/R_device*1e3:.2f} mW")
print(f"cooling of whole device by probe: {device_cooling:.2f} K")
print(f"side of square hot area: {hot_side*1e6:.0f} um")
print(f"largest shift by hot-area radiation: {hot_radiation_shift:.2f} K")
print(f"cantilever heat capacity: {c_lever/1e6:.1f} MJ/(m3 K)")
print(f"slowest-mode root mu: {mu:.4f}")
print(f"settling time constant: {settling*1e3:.2f} ms")
print(f"sigma of probe rise: {sigma_p:.1f} K")
print(f"sigma of resistance ratio: {sigma_ratio:.1f}")
print(f"device uncertainty from probe rise: {part_p:.2f} K")
print(f"device uncertainty from ratio: {part_ratio:.2f} K")
print(f"combined device uncertainty: {sigma_s:.2f} K")
print(f"uncertainty from random sampling: {samples.std():.2f} K")
print("all tests passed")
```

It prints:

```
probe rise: 5.0 K
resistance ratio R_ts/R_p: 10.0
cantilever length, width: 150, 60 um
cantilever thickness: 0.4 um
effective cantilever conductivity: 12.5 W/(m K)
R_p: 5.000e+05 K/W
R_ts: 5.000e+06 K/W
heat flow through probe: 10.00 uW
drop across R_ts: 50.0 K
inferred device rise: 55.0 K
ambient and device temperature: 300, 355 K
probe rise from heat equation: 5.0000 K
sheet test, free and loaded spot: 7.4855, 5.5804 (model units)
contact radius: 50 nm
oxide conductivity: 1.4 W/(m K)
oxide spreading resistance: 3.571e+06 K/W
rest of R_ts (interface and tip): 1.429e+06 K/W
drop by spreading in oxide: 35.7 K
surface rise under loaded tip: 19.3 K
assumed base rise: 0.5 K
device rise with that base rise: 50.0 K
read current: 0.05 mA
sensor resistance: 300 ohm
read power: 0.75 uW
device rise corrected for read power: 51.25 K
radiation coefficient, black surface: 6.12 W/(m2 K)
side-loss factor, radiation: 1.0183
device rise with cantilever radiation: 55.92 K
assumed air coefficient: 1000 W/(m2 K)
side-loss factor, air: 3.015
device rise if probe were in air: 155.7 K
oxide thickness: 1.0 um
shift by finite oxide thickness: 0.79 K
oxide conductivity coefficient: 0.10 %/K
device rise with variable conductivity: 53.74 K
assumed device thermal resistance: 2.0e+04 K/W
device power for inferred rise: 2.75 mW
cooling of whole device by probe: 0.20 K
side of square hot area: 10 um
largest shift by hot-area radiation: 0.22 K
cantilever heat capacity: 2.0 MJ/(m3 K)
slowest-mode root mu: 1.6320
settling time constant: 1.35 ms
sigma of probe rise: 0.1 K
sigma of resistance ratio: 1.0
device uncertainty from probe rise: 1.10 K
device uncertainty from ratio: 5.00 K
combined device uncertainty: 5.12 K
uncertainty from random sampling: 5.12 K
all tests passed
```
